# Why point charges predict ligand-field patterns but not their size

Six equal ligands on a regular octahedron split a d shell into a pair, $e_g$, and a triplet, $t_{2g}$. If each ligand acts on the d electron independently and has axial symmetry about its metal–ligand line, the splitting is

$$\Delta=E(e_g)-E(t_{2g})=3e_\sigma-4e_\pi .$$

Here $e_\sigma$ and $e_\pi$ are the energies that one ligand gives to the d orbitals of σ and π type about its own axis, measured from the δ type. This is the formula of the angular overlap model, and point charges obey it too. The two pictures share the geometry, which fixes the pattern. They differ in the physics that sets $e_\sigma$ and $e_\pi$, which fixes the size and sign of $\Delta$. A point charge ties both energies to the size of that charge. Orbital mixing lets $e_\pi$ be positive for a π donor and negative for a π acceptor, so that at equal $e_\sigma$ the donor has the smallest splitting and the acceptor the largest.

Hartree atomic units are used, with wavenumbers added for the main results.

## The geometry common to both pictures

Write a real d orbital as

$$d_T(\mathbf r)=R(r)\sqrt{\tfrac{15}{8\pi}}\;\hat{\mathbf r}\cdot T\hat{\mathbf r},$$

where $T$ is a real, symmetric, traceless $3\times3$ matrix. The angular average of $\hat r_i\hat r_j\hat r_k\hat r_l$ is $(\delta_{ij}\delta_{kl}+\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})/15$. The first term gives zero because the traces vanish, and the other two give

$$\langle d_T|d_{T'}\rangle=\frac{15}{8\pi}\,4\pi\,\frac{2\,\mathrm{Tr}(TT')}{15}=\mathrm{Tr}(TT').$$

Overlaps of d orbitals are therefore traces of matrix products.

Let a ligand lie along the unit vector $\mathbf n$, and let $\mathbf u$ be a unit vector perpendicular to it. The σ and π orbitals about this axis have the normalized matrices

$$\Sigma=\sqrt{\tfrac32}\left(\mathbf{nn}-\tfrac13\right),\qquad \Pi_u=\frac{\mathbf{nu}+\mathbf{un}}{\sqrt2}.$$

Their overlaps with $d_T$ are

$$\mathrm{Tr}(\Sigma T)=\sqrt{\tfrac32}\,\mathbf n\cdot T\mathbf n,\qquad \mathrm{Tr}(\Pi_uT)=\sqrt2\,\mathbf u\cdot T\mathbf n .$$

There are two perpendicular directions $\mathbf u$. The squares of $\mathbf u\cdot T\mathbf n$ over both add up to $|T\mathbf n|^2-(\mathbf n\cdot T\mathbf n)^2$, the squared length of the part of $T\mathbf n$ perpendicular to $\mathbf n$. What remains of $d_T$ is of δ type.

Axial symmetry makes the one-ligand operator diagonal in σ, π and δ. With the δ energy as zero, one ligand shifts $d_T$ by

$$\tfrac32(\mathbf n\cdot T\mathbf n)^2e_\sigma+2\left[|T\mathbf n|^2-(\mathbf n\cdot T\mathbf n)^2\right]e_\pi .$$

In an octahedron the levels $e_g$ and $t_{2g}$ belong to different symmetry species and cannot mix, so one member of each is enough.

- For $x^2-y^2$, $T=\mathrm{diag}(1,-1,0)/\sqrt2$. The four ligands on $\pm x$ and $\pm y$ have $(\mathbf n\cdot T\mathbf n)^2=\tfrac12$, and those on $\pm z$ have zero. The σ sum is $4\cdot\tfrac32\cdot\tfrac12=3$. Since $T\mathbf n$ is parallel to $\mathbf n$ or zero, the π sum vanishes.
- For $xy$, $T=(\mathbf{xy}+\mathbf{yx})/\sqrt2$. Every $\mathbf n\cdot T\mathbf n$ is zero, while $|T\mathbf n|^2=\tfrac12$ for the same four ligands. The π sum is $4\cdot2\cdot\tfrac12=4$.

Hence $E(e_g)=3e_\sigma$, $E(t_{2g})=4e_\pi$, and the opening formula follows. If energies are counted from another zero, each $e$ is replaced by its difference from $e_\delta$, and $\Delta=3e_\sigma-4e_\pi+e_\delta$.

The same shift formula gives the tetrahedron, with $\mathbf n=(\pm1,\pm1,\pm1)/\sqrt3$ at four alternate cube corners. For $xy$, $(\mathbf n\cdot T\mathbf n)^2=\tfrac29$ and $|T\mathbf n|^2=\tfrac13$, so the sums are $4\cdot\tfrac32\cdot\tfrac29=\tfrac43$ for σ and $4\cdot2\cdot\tfrac19=\tfrac89$ for π. For $x^2-y^2$, they are $0$ and $4\cdot2\cdot\tfrac13=\tfrac83$. Therefore

$$E(e)-E(t_2)=-\tfrac43e_\sigma+\left(\tfrac83-\tfrac89\right)e_\pi=-\tfrac49\,(3e_\sigma-4e_\pi).$$

The ratio $-4/9$, for equal ligands at equal distance, does not depend on where $e_\sigma$ and $e_\pi$ come from. Finding it in a point-charge calculation is no evidence for point charges. Symmetry does not, however, fix the sign of $3e_\sigma-4e_\pi$. In less symmetric complexes the order of the levels can also depend on the ratio of the two energies.

## What a point charge puts into the formula

Let the ligand be a charge $-q$ at distance $R$. An electron has potential energy

$$\frac{q}{|\mathbf r-R\mathbf n|}=q\sum_k\frac{r_<^k}{r_>^{k+1}}P_k(x),\qquad x=\hat{\mathbf r}\cdot\mathbf n,$$

where $r_<$ and $r_>$ are the smaller and larger of $r$ and $R$. A product of two d functions contains angular rank 0, 2 and 4. With $F_k=\langle r_<^k/r_>^{k+1}\rangle$ over the radial density, the one-ligand energy is

$$e=q\left(F_0+\langle P_2\rangle F_2+\langle P_4\rangle F_4\right).$$

The angular densities in $x$, averaged about the axis and normalized with $\tfrac12\int_{-1}^1dx$, are $\tfrac54(3x^2-1)^2$ for σ, $\tfrac{15}2x^2(1-x^2)$ for π and $\tfrac{15}8(1-x^2)^2$ for δ. Integrating powers of $x$ gives

| Type | $\langle x^2\rangle$ | $\langle x^4\rangle$ | $\langle P_2\rangle$ | $\langle P_4\rangle$ |
|---|---|---|---|---|
| σ | 11/21 | 3/7 | 2/7 | 2/7 |
| π | 3/7 | 5/21 | 1/7 | −4/21 |
| δ | 1/7 | 1/21 | −2/7 | 1/21 |

with $P_2=(3x^2-1)/2$ and $P_4=(35x^4-30x^2+3)/8$. In $3e_\sigma-4e_\pi+e_\delta$ the coefficient of $F_0$ is $3-4+1=0$, and that of $F_2$ is $(6-4-2)/7=0$. The coefficient of $F_4$ is $(18+16+1)/21=\tfrac53$. Thus

$$\Delta_{\rm pc}=\tfrac53\,qF_4\simeq\frac{5q\langle r^4\rangle}{3R^5},$$

where the last form neglects the part of the d density beyond $R$.

Both one-ligand energies are sizeable, but their main parts cancel in the cubic sum. For Cu²⁺ I take the 3d orbital from a spherical Hartree–Fock calculation in the def2-SVP basis, with nine electrons shared equally among five d orbitals. It has $\langle r^4\rangle=2.90$ (2.93 in def2-TZVP and 2.82 in def2-QZVP, where $\Delta_{\rm pc}$ below falls from 0.0049 to 0.0047 hartree). At $R=2.10$ Å $=3.968$ bohr, a unit negative charge gives $e_\sigma=0.01051$ and $e_\pi=0.00666$ hartree relative to δ. Then

$$\Delta_{\rm pc}=3(0.01051)-4(0.00666)\approx0.0049\ \text{hartree}.$$

This model has one adjustable quantity per ligand, its charge. At a given distance a larger negative charge gives a larger splitting, and a single negative charge cannot lower $\Delta$. Yet halide ions stand low in the observed spectrochemical series, while neutral carbon monoxide stands high.

## The solvable covalent model

Now give each ligand one σ orbital and two π orbitals, and let the ligand orbitals be orthonormal and uncoupled from one another. The d level is $E_d$ and the ligand level $E_L$. The Hamiltonian and overlap elements between a ligand orbital and the d orbital of the same type are $H$ and $S$. Axial symmetry forbids coupling between different types, so the elements for a general $d_T$ are $H$ and $S$ times the overlaps $\mathrm{Tr}(\Sigma T)$ or $\mathrm{Tr}(\Pi_uT)$ found above.

For $x^2-y^2$ the squared σ amplitudes sum to 3. One normalized combination of ligand orbitals therefore carries the whole coupling, with elements $\sqrt3H_\sigma$ and $\sqrt3S_\sigma$. For $xy$ the squared π amplitudes sum to 4, and the elements are $2H_\pi$ and $2S_\pi$. Each problem reduces to a two-level determinant:

$$(E-E_d)(E-E_L)=N(H-ES)^2,$$

with $N=3$ for $e_g$ and σ orbitals, and $N=4$ for $t_{2g}$ and π orbitals. Each is a quadratic equation for $E$, so the model is solved. To see its structure, divide by $E-E_L$. If $H$ and $S$ are small, the mainly metallic root lies near $E_d$, and to second order in them $E$ may be replaced by $E_d$ on the right:

$$E-E_d\simeq N\,e,\qquad e=\frac{(H-E_dS)^2}{E_d-E_L}.$$

The factors 3 and 4 have returned, now multiplying energies that come from mixing. There are no ligand δ orbitals, so $e_\delta=0$.

The numerator cannot be negative, so the denominator sets the sign. A filled donor level lies below $E_d$. It mixes with the d orbital to make a lower, bonding level and a higher, antibonding one; the latter is mainly d, and $e>0$. An empty acceptor level lies above $E_d$ and pushes the d orbital down, so $e<0$. In an octahedron the π orbitals act on $t_{2g}$: a donor raises it towards $e_g$, and an acceptor lowers it away from $e_g$.

Take round parameters: $E_d=-0.40$, a σ level at $-0.80$, $H_\sigma=-0.100$, $S_\sigma=0.080$, $H_\pi=-0.055$ and $S_\pi=0.040$, energies in hartree. Then

$$e_\sigma=\frac{(-0.100+0.032)^2}{0.40}=0.01156 .$$

For a π donor at $-0.70$,

$$e_\pi=\frac{(-0.055+0.016)^2}{0.30}=0.00507,$$

and an acceptor at $-0.10$ gives the same magnitude with a minus sign. The second-order splittings, and those from the full solution, are

| π orbitals | $3e_\sigma-4e_\pi$ (hartree) | full $\Delta$ (hartree) | full $\Delta$ (cm⁻¹) |
|---|---|---|---|
| donor | 0.0144 | 0.0148 | 3240 |
| none | 0.0347 | 0.0346 | 7590 |
| acceptor | 0.0550 | 0.0530 | 11620 |

The σ coupling is the same in all three rows, so the change comes from π mixing. The second-order values differ from the full ones by less than 4 per cent of the latter, but part of this closeness is an accident of the parameters. With $x=E-E_d$, $D=E_d-E_L$ and $V=H-E_dS$, the determinant reads $x(x+D)=N(V-xS)^2$, and one further iteration gives $x\simeq Ne\,(1-NV^2/D^2-2NVS/D)$. For $e_g$ the two corrections are about $-0.087$ and $+0.082$ and nearly cancel. For the acceptor they add: the $t_{2g}$ shift is $-(0.0530-0.0346)=-0.0184$ in full against $4e_\pi=-0.0203$ to second order, an error of 10 per cent of the full shift. The approximation fails when $\sqrt N\,|H-E_dS|$ is no longer small compared with $|E_d-E_L|$; the labels "metal" and "ligand" then lose their meaning as well. Between real ligands $e_\sigma$ also changes, so π character alone does not determine every place in the series.

## How large the electrostatic part is in a copper complex

Consider Cu²⁺ with six waters, held on a regular octahedron with Cu–O 2.10 Å. The Jahn–Teller distortion of the real ion is left out. Each water has O–H 0.96 Å and angle 104.5°, with its hydrogens pointing away from the metal. The molecular plane contains the $x$ direction for waters on $\pm z$, $y$ for those on $\pm x$, and $z$ for those on $\pm y$. This arrangement keeps the pair and the triplet.

The ion has nine d electrons, or one hole in a full shell. In a one-electron picture, a hole in orbital $h$ gives the energy of the full shell minus $E_h$. Hence

$$\Delta=E(\text{hole in }xy)-E(\text{hole in }x^2-y^2).$$

I evaluate this at four levels, with the 6-31G basis on water.

1. **Point charges.** In this unpolarized basis Hartree–Fock gives an isolated water a dipole of 1.035 atomic units; bases with polarization functions give roughly 0.8 to 0.9, and correspondingly smaller charges. Charges of $-0.932$ on O and $+0.466$ on each H reproduce it.
2. **Frozen Coulomb field.** The charges are replaced by the nuclei and electron densities of isolated waters.
3. **Frozen determinant.** The unrelaxed orbitals of ion and waters are combined in one antisymmetric wavefunction. This adds exchange and Pauli repulsion, the energy cost of overlap between filled orbitals.
4. **Relaxed Hartree–Fock.** The orbitals of each hole state are optimized in an unrestricted calculation, which adds polarization and charge transfer, together with a small basis-set superposition error, because the ion can borrow the basis functions of the waters.

| Level | $\Delta$ (hartree) | $\Delta$ (cm⁻¹) |
|---|---|---|
| point charges | 0.0039 | 845 |
| frozen Coulomb field | −0.0010 | −215 |
| frozen determinant | 0.0150 | 3300 |
| relaxed Hartree–Fock | 0.0217 | 4770 |

The relaxed value is 5.6 times the point-charge one. To reach it with a single charge at each oxygen site, that charge would have to be $-0.0217/0.0049\approx-4.4$, which no water molecule carries. These numbers are not converged in the basis. With def2-TZVP on copper (f functions omitted) the frozen determinant gives 3390 cm⁻¹ and the relaxed calculation about 4880 cm⁻¹, so the ratio becomes 5.8 and the charge $-4.5$. Charges fitted to the dipoles of polarized water bases give 640 to 700 cm⁻¹ instead of 845. The water basis was not varied in the last two rows.

The second row shows that the trouble is deeper than a poor choice of charges. With the computed water densities, the classical splitting has the opposite sign and is small beside the relaxed value; its size depends strongly on the basis. It is −310 cm⁻¹ with def2-TZVP on copper, and between −420 and −610 cm⁻¹ with polarized water bases (6-31G**, def2-TZVP, aug-cc-pVDZ), negative in each case. The point charges give the same sign as the relaxed calculation, but this does not make them a faithful account of the electrostatics. The calculation does not separate the two possible causes, penetration of the d electron into the water density and the higher multipoles of that density.

Exchange and Pauli repulsion then add 0.0160 hartree, and relaxation adds 0.0067. The overlaps are consistent with the sign of the first step, although the calculation does not link them to it quantitatively: 2.0 per cent of an $e_g$ orbital lies in the space of the occupied water orbitals, against 0.26 per cent of a $t_{2g}$ orbital (2.05 and 0.28 with def2-TZVP on copper). The $e_g$ lobes point at the oxygens.

One-ligand energies can be read from the frozen determinant of Cu²⁺ with a single water. Moving the hole among the five d orbitals gives, relative to δ, $e_\sigma=0.00896$ hartree, $e_\pi=0.00292$ in the molecular plane and $0.00416$ perpendicular to it. These values are sensitive to the water basis: aug-cc-pVDZ gives 0.0062, 0.0015 and 0.0026. In both bases the two π energies are positive. This does not identify water as a π donor: these energies include the Coulomb field, a negative point charge alone already gives $e_\pi>0$, and the Coulomb and overlap parts were not separated. Water is not axial, so the sum needs one change. The $xy$ orbital meets the waters on $\pm x$ through their in-plane π direction, and those on $\pm y$ through their out-of-plane one. Thus $4e_\pi$ becomes $2e_{\rm in}+2e_{\rm out}$. A water may also couple σ to δ, but this adds nothing to the trace over the $e_g$ pair, and the degenerate level is half that trace. Therefore

$$\Delta\approx3(0.00896)-2(0.00292+0.00416)=0.0127\ \text{hartree}.$$

The six-water frozen determinant gives 0.0150, so in this basis the one-ligand sum falls 16 per cent short of it. With aug-cc-pVDZ on water the one-ligand sum drops to 0.0103, which suggests that the frozen-determinant row is also sensitive to the water basis. Independent ligands are a useful approximation here, not an identity.

The relaxed value is not an experimental one either. It lacks electron correlation, relativity and the surrounding solvent, and its basis is small; observed splittings in hydrated divalent 3d ions are roughly $10^4$ cm⁻¹. Within Hartree–Fock, however, the source of the splitting is clear: most of it appears when the electrons of metal and ligand are allowed to overlap, exchange and mix.
